# Sudden Change of Mass or Vector Potential for a Dirac Wave

## Problem

A Dirac particle of charge \(q\) moves in one space dimension. With \(\hbar=c=1\), its two-component wave function obeys

\[
i\,\partial_t\psi=H\psi,\qquad H=(p-qA)\,\sigma_x+m\,\sigma_z,\qquad p=-i\,\partial_x .
\]

The vector potential \(A\) does not depend on \(x\). The canonical momentum is \(p\), and the kinetic momentum is \(\Pi=p-qA\).

For \(t<0\) the state is a plane wave of positive energy \(E=\sqrt{\Pi^2+m^2}\), with \(\Pi>0\), so it moves to the right. At \(t=0\) the mass and the vector potential jump to \(m'\) and \(A'\) everywhere at once. Both masses are non-negative, and \(\Pi'=p-qA'\) is not zero. The wave then splits into a forward part, moving to the right, and a backward part, moving to the left. Find their amplitudes and probabilities.

Evaluate the result for \(p=0.75\), \(m=1\), \(A=0\) and three separate jumps:

- (a) the mass falls to \(m'=0.4\), with \(A'=0\);
- (b) the mass stays at 1 and \(qA'=-1.65\);
- (c) the mass stays at 1 and \(qA'=1.5\).

Energies, momenta, masses and \(qA\) are in units of the initial mass \(m_0\), times and lengths in units of \(1/m_0\), and velocities in units of \(c\). These are model parameters, not those of a material.

## A tempting solution

The initial wave has velocity \(v=\Pi/E\). After the jump the energy is \(\pm E'\), with \(E'=\sqrt{\Pi'^2+m'^2}\), and a wave moves to the right or to the left with speed \(v'=|\Pi'|/E'\). Two unknown probabilities need two equations.

The first is conservation of probability, \(P_{\rm f}+P_{\rm b}=1\). The second seems to come from the current. The probability current of the Dirac equation is \(j=\psi^\dagger\sigma_x\psi\). Since \(\psi\) does not jump at \(t=0\), neither does \(j\). Before the jump \(j=v\); afterwards the forward wave carries \(+v'P_{\rm f}\) and the backward wave \(-v'P_{\rm b}\). Therefore

\[
v=v'(P_{\rm f}-P_{\rm b})
\quad\Longrightarrow\quad
P_{\rm f}=\frac12\left(1+\frac{v}{v'}\right).
\]

With \(v=0.6\), and \(v'=0.8824\), \(0.9231\) and \(0.6\) in the three cases, this gives \(P_{\rm f}=0.840\), \(0.825\) and \(1\).

## Where it fails

The formula cannot be right in general. If the mass rises while \(\Pi\) stays the same, then \(v'<v\), and the formula gives \(P_{\rm f}>1\).

The continuity of \(\psi\) and of \(j\) is sound. The fault is the claim that the current after the jump is the sum of the currents of the two waves. The current is quadratic in \(\psi\), so it also contains a product of the two waves.

This product is easy to forget because it vanishes in reflection from a step in space. There, the incident and reflected waves have the same energy and opposite momenta. For \(A=0\) their spinors can be written \((C,S)\) and \((C,-S)\), and the cross term contains

\[
(C,\,S)\,\sigma_x\begin{pmatrix}C\\-S\end{pmatrix}
=(C,\,S)\begin{pmatrix}-S\\C\end{pmatrix}=-CS+SC=0 .
\]

A step in time produces a different pair: two waves of the same momentum and opposite energies. Their cross term need not vanish, so the amplitudes must be found before the current is calculated.

## Right solution

### What is conserved and what is continuous

Neither \(m\) nor \(A\) depends on \(x\), so \(H\) commutes with \(p\) at every time. The factor \(e^{ipx}\) therefore survives the jump, and \(\psi(x,t)=e^{ipx}\chi(t)\) with a two-component \(\chi\). No wave with factor \(e^{-ipx}\) can appear. The backward wave has the same canonical momentum as the forward one.

The kinetic momentum is a different matter. If \(A\) jumps, then \(\Pi'-\Pi=-q(A'-A)\). This is the impulse of the electric field \(-dA/dt\), which acts during the jump. Energy need not be conserved either, because \(H\) depends on time.

To justify the continuity of \(\chi\), let the change take a short time \(\tau\). For normalized \(\chi\), the equation \(i\dot\chi=H\chi\) gives

\[
\|\chi(\tau)-\chi(0)\|\le\int_0^\tau\|H(t)\chi(t)\|\,dt
=\int_0^\tau E(t)\,dt ,
\]

where \(E(t)=\sqrt{\Pi(t)^2+m(t)^2}\). The last equality holds because \(H^2=(\Pi^2+m^2)\,\mathbb 1\): the cross terms cancel, since \(\sigma_x\sigma_z+\sigma_z\sigma_x=0\). For finite \(\Pi\) and \(m\) the integral tends to zero with \(\tau\). This includes a jump in \(A\): the electric field becomes a sharp pulse, but \(H\) contains \(A\) itself, which stays finite. Hence \(\chi(0^+)=\chi(0^-)\).

### The old and new spinors

Define the angle \(\theta\) by

\[
\cos\theta=\frac mE,\qquad \sin\theta=\frac{\Pi}{E},\qquad -\frac\pi2\le\theta\le\frac\pi2 .
\]

The range is sufficient because \(m\ge0\). Then

\[
H=E\begin{pmatrix}\cos\theta&\sin\theta\\ \sin\theta&-\cos\theta\end{pmatrix}.
\]

Normalized eigenvectors are

\[
u_+=\begin{pmatrix}\cos\frac\theta2\\ \sin\frac\theta2\end{pmatrix},\qquad
u_-=\begin{pmatrix}-\sin\frac\theta2\\ \cos\frac\theta2\end{pmatrix}.
\]

For \(u_+\), the first component of \(Hu_+/E\) is \(\cos\theta\cos\frac\theta2+\sin\theta\sin\frac\theta2=\cos\frac\theta2\), and the second is \(\sin\theta\cos\frac\theta2-\cos\theta\sin\frac\theta2=\sin\frac\theta2\). So \(Hu_+=Eu_+\). The matrix is symmetric with zero trace, so the orthogonal vector \(u_-\) has eigenvalue \(-E\).

After the jump the same formulas hold with \(\theta'\), defined by \(\cos\theta'=m'/E'\) and \(\sin\theta'=\Pi'/E'\).

### The amplitudes

At \(t=0\) the old spinor is expanded in the new ones, \(u_+=a_+u'_++a_-u'_-\). Taking scalar products with the orthonormal vectors \(u'_\pm\) gives

\[
a_+=\cos\frac{\theta'}2\cos\frac\theta2+\sin\frac{\theta'}2\sin\frac\theta2
=\cos\frac{\theta-\theta'}2,
\]

\[
a_-=-\sin\frac{\theta'}2\cos\frac\theta2+\cos\frac{\theta'}2\sin\frac\theta2
=\sin\frac{\theta-\theta'}2 .
\]

Reversing the sign of \(u'_-\) would reverse the sign of \(a_-\), but not its square. For the probabilities use \(\cos^2\frac x2=\frac12(1+\cos x)\), \(\sin^2\frac x2=\frac12(1-\cos x)\), and

\[
\cos(\theta-\theta')=\cos\theta\cos\theta'+\sin\theta\sin\theta'
=\frac{mm'+\Pi\Pi'}{EE'} .
\]

The result is

\[
P_\pm=a_\pm^2=\frac12\left[1\pm\frac{\Pi\Pi'+mm'}{EE'}\right],
\qquad P_++P_-=1 .
\]

### Which wave moves forward?

The labels \(\pm\) give the sign of the energy, not the direction of motion. A packet built from the waves \(e^{i(px-\varepsilon t)}\) travels where their phases agree, that is, where \(d(px-\varepsilon t)/dp=0\). Its velocity is \(d\varepsilon/dp\). At fixed \(A'\), \(d\Pi'/dp=1\), so for \(\varepsilon=\pm E'\)

\[
v_\pm=\pm\frac{dE'}{dp}=\pm\frac{\Pi'}{E'} .
\]

If \(\Pi'>0\), the positive-energy wave moves forward. This covers every change of mass alone, since then \(\Pi'=\Pi\). If the jump in \(A\) makes \(\Pi'\) negative, the negative-energy wave moves forward. Thus

\[
\begin{aligned}
\Pi'>0:&\quad (a_{\rm f},a_{\rm b})=(a_+,a_-),\\
\Pi'<0:&\quad (a_{\rm f},a_{\rm b})=(a_-,a_+).
\end{aligned}
\]

With \(s=+1\) for \(\Pi'>0\) and \(s=-1\) for \(\Pi'<0\), both cases are contained in

\[
P_{\rm f}=\frac12\left[1+s\,\frac{\Pi\Pi'+mm'}{EE'}\right],
\qquad P_{\rm b}=1-P_{\rm f}.
\]

The problem excludes \(\Pi'=0\). There, if \(m'>0\), neither wave moves and the two names lose their meaning. If \(m'=0\) as well, then \(E'=0\), and the sign of the energy no longer tells the two waves apart.

### The missing current

The fault can now be written down. For \(t>0\),

\[
\chi(t)=a_+u'_+e^{-iE't}+a_-u'_-e^{iE't}.
\]

The matrix elements of \(\sigma_x\) follow from the spinors:

\[
u_\pm'^{\,T}\sigma_xu'_\pm=\pm2\sin\frac{\theta'}2\cos\frac{\theta'}2=\pm\sin\theta',
\]

\[
u_+'^{\,T}\sigma_xu'_-=\cos^2\frac{\theta'}2-\sin^2\frac{\theta'}2=\cos\theta' .
\]

The two cross terms have phases \(e^{\pm2iE't}\), which add to \(2\cos2E't\). Since \(2a_+a_-=\sin(\theta-\theta')\),

\[
j(t)=\frac{\Pi'}{E'}(P_+-P_-)+\frac{m'}{E'}\sin(\theta-\theta')\cos(2E't).
\]

The tempting solution kept the first term and lost the second. At \(t=0\) the sum is \(\sin\theta'\cos(\theta-\theta')+\cos\theta'\sin(\theta-\theta')=\sin\theta=v\), as continuity requires. Later the current oscillates about the first term. This oscillation is called zitterbewegung; here it is the interference of two waves with the same momentum and energies \(\pm E'\).

The tempting formula is right when the second term vanishes. One such case is \(m'=0\). Then \(v'=1\), and the correct formula also gives \(P_{\rm f}=\frac12(1+v)\), for either sign of \(\Pi'\).

## Numbers for the three jumps

Initially \(E=\sqrt{0.75^2+1^2}=1.25\) and \(v=0.75/1.25=0.6\).

**Case (a): lower mass.** Here \(\Pi'=0.75\) and \(E'=\sqrt{0.75^2+0.4^2}=0.85\). Therefore

\[
\cos(\theta-\theta')=\frac{0.75^2+1\times0.4}{1.25\times0.85}
=\frac{0.9625}{1.0625}=0.9059 .
\]

This gives \(P_{\rm f}=0.9529\) and \(P_{\rm b}=0.0471\). The angles are \(\theta=0.6435\) and \(\theta'=1.0808\) rad, so \(a_{\rm f}=0.9762\) and \(a_{\rm b}=-0.2169\).

The tempting solution had \(P_{\rm b}=0.160\), more than three times the correct value. The lost term explains the difference: at \(t=0\) it equals \((0.4/0.85)\times2\times0.9762\times(-0.2169)=-0.199\). Added to the mean velocity \(0.799\), it gives the initial \(0.600\).

**Case (b): larger kinetic momentum.** Now \(\Pi'=0.75+1.65=2.4\) and \(E'=\sqrt{2.4^2+1^2}=2.6\), so

\[
\cos(\theta-\theta')=\frac{0.75\times2.4+1}{1.25\times2.6}=\frac{2.8}{3.25}=0.8615 .
\]

The amplitudes are \(a_{\rm f}=0.9648\) and \(a_{\rm b}=-0.2631\), with probabilities \(0.9308\) and \(0.0692\). The field pushes to the right, yet a part of the wave now moves to the left. That part has negative energy, for which velocity and kinetic momentum have opposite signs.

**Case (c): reversed kinetic momentum.** Here \(\Pi'=0.75-1.5=-0.75\) and \(E'=1.25\), so

\[
\cos(\theta-\theta')=\frac{-0.75^2+1}{1.25^2}=\frac{0.4375}{1.5625}=0.28 .
\]

Hence \(P_+=0.64\) and \(P_-=0.36\). Since \(\Pi'<0\), the forward wave is the one of negative energy:

\[
a_{\rm f}=a_-=0.6,\quad a_{\rm b}=a_+=0.8,\quad P_{\rm f}=0.36,\quad P_{\rm b}=0.64 .
\]

The tempting solution predicted no backward wave at all. Calling the positive-energy wave "forward" would have interchanged the two probabilities.

### The energy supplied by the jump

The mean energy afterwards is \(E'(P_+-P_-)\). It also follows from the unchanged spinor, for which \(\langle\sigma_x\rangle=\Pi/E\) and \(\langle\sigma_z\rangle=m/E\):

\[
\langle H'\rangle=E+(\Pi'-\Pi)\frac{\Pi}{E}+(m'-m)\frac mE .
\]

In case (a) this is \(1.25-0.6\times0.8=0.77\); in case (b), \(1.25+1.65\times0.6=2.24\); in case (c), \(1.25-1.5\times0.6=0.35\). The agent that changes the mass or the field supplies or removes the difference.

### The two waves seen as packets

A plane wave fills all space, so its two parts overlap for ever. A broad packet makes the split visible. The numerical output gives the result for packets with an initial position spread of 20, followed on a grid for a time of 200.

In case (a) the right-hand packet carries weight \(0.9530\) and the left-hand one \(0.0470\). Their velocities are \(0.8820\) and \(-0.8825\), where the grid spacing affects the last digit by about one unit, while both have canonical momentum close to \(0.75\). In case (c) the packet on the right has weight \(0.3599\) and energy \(-1.2505\), which confirms that the forward part belongs to the negative-energy branch.

The left-hand momentum in case (a) is \(0.7516\), not \(0.7500\). This is an effect of the finite packet and of the way it is prepared. Its momenta have variance \(\sigma^2=1/(4\times20^2)=6.25\times10^{-4}\), and all start with the spinor of the central momentum. Thus \(\theta\) is fixed while \(\theta'\) varies with \(p\), and \(P_-\) weights the momenta unevenly. To leading order in the spread, the mean shifts by

\[
\sigma^2\,\frac{d\ln P_-}{dp}
=-\sigma^2\,\frac{a_+}{a_-}\,\frac{d\theta'}{dp},
\qquad \frac{d\theta'}{dp}=\frac{m'}{E'^2},
\]

because \(P_-=\sin^2\frac{\theta-\theta'}2\) and \(\tan\theta'=p/m'\). The numbers give \(6.25\times10^{-4}\times4.50\times0.554=0.0016\), the shift seen. No momentum has been created; the split has sorted the momenta already present. In a packet built only from positive-energy waves, \(\theta\) would vary with \(p\) too. Then \(d\theta'/dp\) is replaced by \(d\theta'/dp-d\theta/dp=0.554-0.640\), and the shift is only about \(-0.0002\).

## Limiting cases

**Common scaling.** If \(\Pi'=\lambda\Pi\) and \(m'=\lambda m\) with \(\lambda>0\), then \(H'=\lambda H\). The eigenvectors do not change, and there is no backward wave. A change of energy scale alone does not split the wave; a change of the ratio \(\Pi/m\) does, unless both masses are zero.

**Slow particles.** If \(|\Pi|\ll m\) and \(|\Pi'|\ll m'\), then \(\theta\approx\Pi/m\) and \(\theta'\approx\Pi'/m'\). To leading order,

\[
P_-\approx\frac14\left(\frac{\Pi}{m}-\frac{\Pi'}{m'}\right)^2 .
\]

The bracket is the difference of two velocities in units of \(c\), so the negative-energy part is small. If the field reverses \(\Pi\), nearly the whole wave moves backward, as for a classical particle struck by an opposing impulse.

**Massless waves.** For \(m=m'=0\) the formula gives \(P_{\rm f}=\frac12[1+s\,\Pi\Pi'/(\Pi|\Pi'|)]=1\). If \(\Pi\) is reversed, the wave passes wholly to negative energy, yet it still moves to the right at speed 1. The reason is that \(H=\Pi\sigma_x\) at all times, so an eigenvector of \(\sigma_x\), the velocity operator, stays one.

## How sudden is sudden?

The two energy branches differ by \(2E(t)\). During a switch of length \(\tau\) their relative phase grows by roughly \((E+E')\tau\), if \(E(t)\) stays comparable with its end values. The sudden result is a good approximation when this phase is small, because the bound found above then keeps the spinor nearly unchanged.

The first correction is quadratic in \(\tau\). Let the ramp have a fixed shape in the variable \(\xi=t/\tau\), so that \(i\,d\chi/d\xi=\tau H(\xi)\chi\). Since \(H\) is a real matrix, complex conjugation gives

\[
i\,\frac{d\chi^*}{d\xi}=-\tau H(\xi)\chi^* .
\]

The initial spinor is real, so \(\chi^*\) is the solution with \(\tau\) replaced by \(-\tau\). The final spinors are real too, and \(\chi\) and \(\chi^*\) give the same probabilities. These are even functions of \(\tau\), and their expansion has no linear term.

For a linear mass ramp from 1 to 0.4, doubling \(\tau\) from 0.01 to 0.02 multiplies the correction to \(P_-\) by 4.000. Here \(E+E'=2.1\), and the sudden value is \(P_-=0.04706\). A ramp of length 0.1 gives \(0.04690\), about 0.3% below the sudden value. A ramp of length 1 gives \(0.0333\), about 29% below it. At length 10 only \(0.0004\) remains, and at length 50 about \(0.00002\): the spinor now follows the changing \(H\) closely, and the state stays almost wholly on the positive-energy branch. The fall is not steady. For long ramps \(P_-\) oscillates with \(\tau\) under a decreasing envelope: it is \(0.0017\) at length 3 but \(0.0028\) at length 4, and \(0.0002\) at length 9 but \(0.0004\) at length 10.

All these probabilities belong to the one-particle Dirac equation. If the negative-energy states are regarded as filled, the jump acts on many particles at once, and \(P_-\) changes its meaning. With the particle present, both levels of momentum \(p\) are occupied before and after the jump, so their occupations do not change. Without the particle, the jump lifts the occupant of the negative level into the empty positive level with the same probability \(P_-\), which is the creation of a pair.

## Table of computed values

```
Initial: m = 1.00 m0, p = 0.75 m0, A = 0
Initial: E = 1.2500 m0, velocity = 0.6000 c, theta = 0.64350 rad
Packet: position spread 20 /m0, travel time 200 /m0
Case a: mass: m' = 0.40 m0, qA' = 0.00 m0
  Pi' = 0.75 m0, E' = 0.8500 m0, theta' = 1.08084 rad
  a_up = 0.97619, a_low = -0.21693; forward wave: upper
  P_forward = 0.95294, P_backward = 0.04706, sum = 1.00000
  speed of each wave = 0.8824 c
  mean energy = 0.7700 m0, time-averaged velocity = 0.7993 c
  packet right: weight 0.9530, p 0.7499 m0, energy 0.8500 m0, velocity 0.8820 c
  packet left: weight 0.0470, p 0.7516 m0, energy -0.8515 m0, velocity -0.8825 c
Case b: A, Pi raised: m' = 1.00 m0, qA' = -1.65 m0
  Pi' = 2.40 m0, E' = 2.6000 m0, theta' = 1.17601 rad
  a_up = 0.96476, a_low = -0.26312; forward wave: upper
  P_forward = 0.93077, P_backward = 0.06923, sum = 1.00000
  speed of each wave = 0.9231 c
  mean energy = 2.2400 m0, time-averaged velocity = 0.7953 c
  packet right: weight 0.9308, p 0.7500 m0, energy 2.6000 m0, velocity 0.9230 c
  packet left: weight 0.0692, p 0.7503 m0, energy -2.6003 m0, velocity -0.9230 c
Case c: A, Pi reversed: m' = 1.00 m0, qA' = 1.50 m0
  Pi' = -0.75 m0, E' = 1.2500 m0, theta' = -0.64350 rad
  a_up = 0.80000, a_low = 0.60000; forward wave: lower
  P_forward = 0.36000, P_backward = 0.64000, sum = 1.00000
  speed of each wave = 0.6000 c
  mean energy = 0.3500 m0, time-averaged velocity = -0.1680 c
  packet right: weight 0.3599, p 0.7495 m0, energy -1.2505 m0, velocity 0.6000 c
  packet left: weight 0.6401, p 0.7503 m0, energy 1.2500 m0, velocity -0.5996 c
Mass ramp: P_low in the sudden limit = 0.047059
Mass ramp: E + E' = 2.1000 m0
  ramp time 0.1 /m0: P_low = 0.046900
  ramp time 1.0 /m0: P_low = 0.033256
  ramp time 10.0 /m0: P_low = 0.000425
  ramp time 50.0 /m0: P_low = 0.000023
Shift ratio for ramp times 0.02 and 0.01 /m0: 4.000
```
